# Thermal electron wind on an impurity at open circuit: test program

```python
# RESULT UNDER TEST
# Parabolic-band electrons (k = m v) scatter elastically from a spherical
# impurity with momentum-transfer rate coefficient w(e) = v * sigma_tr(e).
# At zero particle current the wind force F on the impurity vanishes if w
# does not depend on the electron energy e. With a host relaxation time
# tau(e) the general law is
#     F = -(m K0 / T) Cov(w, e) grad T,   Q* = m K0 Cov(w, e),
# K0 = integral of D v^2 tau / 3 * (-df0/de), D = density of states (with
# spin), and Cov is taken with the integrand of K0 as weight.
# Hartree units inside (hbar = m = 1); temperatures enter as kT.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit


def dos(e):
    return np.sqrt(2.0 * e) / np.pi**2


# ---- Kinetic equation in energy and angle, inelastic host scattering ----
mu = 3.0                                   # energies in units of kT here
gl_e, gl_ew = np.polynomial.legendre.leggauss(36)
energy, ew = 12.5 * (gl_e + 1), 12.5 * gl_ew
x, xw = np.polynomial.legendre.leggauss(8)
xw = xw / 2                                # average over directions
speed = np.sqrt(2 * energy)
f0 = expit(mu - energy)
window = f0 * (1 - f0)
cell = ew * dos(energy) * window
weight = np.outer(cell, xw).ravel()
xx = np.outer(x, x)
elastic = np.diag((0.5 + 0.2 * energy) / cell)
inelastic = 2.0 * np.exp(-(energy[:, None] - energy[None, :])**2 / 8)
kernel = np.kron(elastic, 1 + 0.4 * xx) + np.kron(inelastic, 1 + 0.5 * xx)
collision = np.diag(kernel @ weight) - kernel * weight[None, :]
collision += np.outer(np.ones(weight.size), weight)   # fixes particle number
vx = np.outer(speed, x)
phi_field = np.linalg.solve(collision, vx.ravel())
phi_temp = np.linalg.solve(collision, (-(energy - mu)[:, None] * vx).ravel())


def current(phi):
    return np.sum(weight * vx.ravel() * phi)


def collision_force(phi, total_rate, b):
    """Sum of momentum transfers over single Pauli-blocked collisions."""
    small = 1e-3
    f = f0[:, None] + small * window[:, None] * phi.reshape(vx.shape)
    assert f.min() > 0 and f.max() < 1
    p2 = (3 * x**2 - 1) / 2
    rate = total_rate[:, None, None] * (
        1 + b[:, None, None] * xx + 0.3 * np.outer(p2, p2))
    transfer = speed[:, None, None] * (x[:, None] - x[None, :])
    filled_to_empty = f[:, :, None] * (1 - f[:, None, :])
    return np.einsum('i,j,k,ijk->', ew * dos(energy), xw, xw,
                     rate * transfer * filled_to_empty) / small


field_open = -current(phi_temp) / current(phi_field)
phi_open = phi_temp + field_open * phi_field
b = 0.9 * np.tanh(energy - mu)             # forward/backward asymmetry
rate_for_constant_w = 1 / (1 - b / 3)      # total rate varies, w = 1
force_open = collision_force(phi_open, rate_for_constant_w, b)
force_no_field = collision_force(phi_temp, rate_for_constant_w, b)
force_varying_w = collision_force(phi_open, np.ones_like(b), b)
assert abs(force_open) < 1e-8 * abs(force_no_field)
assert np.isclose(force_no_field, current(phi_temp), rtol=1e-8)
assert abs(force_varying_w) > 1e-2 * abs(force_no_field)


# ---- Relaxation-time averages ----
def averages(mu, kT, tau, w):
    """K0, mean energy, mean w, Cov(w, e), and <w (e - mu)>."""
    lo = np.sqrt(max(0.0, mu - 40 * kT))
    hi = np.sqrt(max(0.0, mu) + 40 * kT)
    t, tw = np.polynomial.legendre.leggauss(240)
    u = lo + (hi - lo) * (t + 1) / 2
    e = u**2
    occ = expit((mu - e) / kT)
    g = tw * (hi - lo) * u * dos(e) * 2 * e / 3 * tau(e)
    g = g * occ * expit((e - mu) / kT) / kT
    k0 = g.sum()
    g = g / k0
    we = w(e)
    e_mean, w_mean = g @ e, g @ we
    cov = g @ ((we - w_mean) * (e - e_mean))
    return k0, e_mean, w_mean, cov, g @ (we * (e - mu))


# Covariance law against momentum balance with impurities as only scatterers
def w_line(e):
    return 0.3 + 0.5 * e


n_imp, mu_b = 0.7, 2.0


def tau_imp(e):
    return 1 / (n_imp * w_line(e))


def pressure(m, kT):
    return quad(lambda e: dos(e) * 2 * e / 3 * expit((m - e) / kT),
                0, 60, epsabs=1e-12, epsrel=1e-12, limit=300)[0]


def flow(power):
    return quad(lambda e: dos(e) * 2 * e / 3 * tau_imp(e) * (e - mu_b)**power
                * expit(mu_b - e) * expit(e - mu_b), 0, 60, limit=300)[0]


h = 1e-3
density = (pressure(mu_b + h, 1) - pressure(mu_b - h, 1)) / (2 * h)
entropy = (pressure(mu_b, 1 + h) - pressure(mu_b, 1 - h)) / (2 * h)
balance = density * flow(1) / flow(0) - entropy
k0, _, _, cov, _ = averages(mu_b, 1.0, tau_imp, w_line)
law = -n_imp * k0 * cov
assert np.isclose(balance, law, rtol=1e-4)  # finite-difference error
assert law < 0                              # rising w drives to the cold side

# Non-degenerate limit: Cov(w, e) = s kT <w> for w ~ e^s
for s in (-1.5, 0.5, 1.0):
    for r in (-0.5, 1.5):
        res = averages(-14.0, 1.0, lambda e: e**r, lambda e: e**s)
        assert np.isclose(res[3] / res[2], s, rtol=1e-4)


# Converse fails for one host, and is restored by changing the host
def cov_parabola(c, r):
    return averages(3.0, 1.0, lambda e: e**r, lambda e: (e - c)**2)[3]


c_zero = brentq(lambda c: cov_parabola(c, 0.0), 0, 20)
assert abs(cov_parabola(c_zero, 0.0)) < 1e-8
assert abs(cov_parabola(c_zero, 1.5)) > 0.1

# ---- Worked example: rough values in the regime of aluminium lines ----
EF_eV, T, grad_K_cm, tau_fs, sigma_nm2 = 11.7, 500.0, 1000.0, 4.0, 0.03
r_host, valence = 1.5, 3
hartree = sc.value('Hartree energy in eV')
bohr = sc.value('atomic unit of length')
t_au = sc.value('atomic unit of time')
kT_eV = sc.k * T / sc.e
EF, kT = EF_eV / hartree, kT_eV / hartree
kF = np.sqrt(2 * EF)
n_au = kF**3 / (3 * np.pi**2)
n_si = n_au / bohr**3
tau_au = tau_fs * 1e-15 / t_au
wF = kF * sigma_nm2 * 1e-18 / bohr**2
w_si = wF * bohr**3 / t_au
grad = grad_K_cm * 100                      # K/m


def tau_host(e):
    return tau_au * (e / EF)**r_host


print("Fermi energy, rough input:", EF_eV, "eV")
print("temperature:", T, "K;  kT =", f"{kT_eV:.5f} eV")
print("temperature gradient:", grad_K_cm, "K/cm")
print("host relaxation time at Fermi energy:", tau_fs, "fs")
print("host relaxation time exponent r:", r_host)
print("impurity transport cross section:", sigma_nm2, "nm^2")
print(f"electron density: {n_si*1e-6:.3e} cm^-3")
print(f"Fermi speed: {kF*bohr/t_au:.3e} m/s")
print(f"rate coefficient w at Fermi energy: {w_si*1e6:.3e} cm^3/s")
rho = sc.m_e / (n_si * sc.e**2 * tau_fs * 1e-15)
rho_imp = sc.m_e * w_si * 0.01 / (valence * sc.e**2)
print(f"host resistivity: {rho*1e8:.2f} microohm cm")
print(f"impurity resistivity per atomic percent: {rho_imp*1e8:.2f} microohm cm")
print(f"n tau w (dimensionless): {n_au*tau_au*wF:.2f}")

print("Q* parts: temperature part, field part, sum; w ~ e^s")
for s, name in ((0.0, "constant rate"), (0.5, "constant cross section"),
                (-1.5, "falling rate")):
    k0, em, wm, cov, wy = averages(EF, kT, tau_host,
                                   lambda e: wF * (e / EF)**s)
    part_T = k0 * wy * hartree
    part_E = -k0 * wm * (em - EF) * hartree
    Q = k0 * cov * hartree
    leading = n_au * tau_au * wF * s * np.pi**2 / 3 * kT**2 / EF * hartree
    assert np.isclose(part_T + part_E, Q, atol=1e-10)
    assert np.isclose(Q, leading, rtol=2e-3, atol=1e-12)
    total = Q if abs(Q) > 1e-12 else 0.0
    print(f" s={s:4.1f} {name}: {part_T:.5f}, {part_E:.5f}, {total:.5f} eV")
    if s != 0:
        force = -Q * grad / T               # eV/m
        print(f"   Sommerfeld leading term: {leading:.5f} eV")
        print(f"   force along grad T: {force/100:.5f} eV/cm")
        j = abs(force) * sc.e / (sc.m_e * w_si) * sc.e
        print(f"   current density of equal wind force: {j*1e-4:.1f} A/cm^2")
    if s == 0.5:
        Q_sigma = Q
seebeck = -(em - EF) * hartree / T
print(f"open-circuit thermopower: {seebeck*1e6:.3f} microvolt/K")

print("Sizes of neglected effects (heat-of-transport scale):")
eta = 0.10
res = averages(EF, kT, tau_host, lambda e: wF * (1 + eta * (e / EF - 1)))
print(f" mass slope dln m/dln e = {eta} (rough), constant w: "
      f"{res[0]*res[3]*hartree:.5f} eV")
# fixed density: T dmu/dT = -<e - mu> weighted with D alone
plain = averages(EF, kT, lambda e: 1 / e, lambda e: 1 + 0 * e)
direct = ((em - EF) - (plain[1] - EF)) * hartree
print(f" direct field per unit charge, fixed density: {direct:.5f} eV")
alpha = 2.3e-5
print(f" linear expansion, rough input: {alpha:.1e} 1/K")
print(f" unscreened expansion term per unit charge: {2*alpha*EF_eV*T:.3f} eV")
sigma_ph, kappa_ph, sound = 0.01, 6.0, 5000.0
print(f" phonon inputs, rough: {sigma_ph} nm^2, {kappa_ph} W/(m K), {sound} m/s")
Q_ph = sigma_ph * 1e-18 * kappa_ph * T / sound / sc.e
print(f" phonon wind: {Q_ph:.4f} eV")
print(f" phonon wind / electron wind at s=0.5: {Q_ph/Q_sigma:.2f}")
H_jump = 0.6
print(f" jump enthalpy scale, rough input: {H_jump} eV")
mass_u, debye = 27.0, 400.0
u2 = 3 * sc.hbar**2 * T / (mass_u * sc.atomic_mass * sc.k * debye**2)
share = 1 - np.exp(-(2 * kF / bohr)**2 * u2)
print(f" vibration inputs, rough: {mass_u} u, Debye temperature {debye} K")
print(f" inelastic share of backscattering: {share:.3f}")
mfp = kF * tau_au * bohr
print(f" mean free path: {mfp*1e9:.2f} nm")
print(f" relative T change over mean free path: {mfp*grad/T:.2e}")
print(f" degeneracy ratio kT/EF: {kT/EF:.5f}")

print("Kinetic test, energies in kT, forces in model units:")
print(f" constant w, no field: {force_no_field:.5f}")
print(f" constant w, open circuit, |force| ratio: "
      f"{abs(force_open/force_no_field):.1e}")
print(f" varying w, open circuit: {force_varying_w:.5f}")
print(f"momentum balance and covariance law: {balance:.6f}, {law:.6f}")
print(f"parabola centre with zero force, constant tau: {c_zero:.4f} kT")
print("success")
```

Running it gives:

```
Fermi energy, rough input: 11.7 eV
temperature: 500.0 K;  kT = 0.04309 eV
temperature gradient: 1000.0 K/cm
host relaxation time at Fermi energy: 4.0 fs
host relaxation time exponent r: 1.5
impurity transport cross section: 0.03 nm^2
electron density: 1.817e+23 cm^-3
Fermi speed: 2.029e+06 m/s
rate coefficient w at Fermi energy: 6.086e-08 cm^3/s
host resistivity: 4.88 microohm cm
impurity resistivity per atomic percent: 0.72 microohm cm
n tau w (dimensionless): 44.25
Q* parts: temperature part, field part, sum; w ~ e^s
 s= 0.0 constant rate: 0.06929, -0.06929, 0.00000 eV
 s= 0.5 constant cross section: 0.08085, -0.06930, 0.01155 eV
   Sommerfeld leading term: 0.01155 eV
   force along grad T: -0.02310 eV/cm
   current density of equal wind force: 106.9 A/cm^2
 s=-1.5 falling rate: 0.03464, -0.06929, -0.03464 eV
   Sommerfeld leading term: -0.03465 eV
   force along grad T: 0.06928 eV/cm
   current density of equal wind force: 320.8 A/cm^2
open-circuit thermopower: -3.132 microvolt/K
Sizes of neglected effects (heat-of-transport scale):
 mass slope dln m/dln e = 0.1 (rough), constant w: 0.00231 eV
 direct field per unit charge, fixed density: 0.00130 eV
 linear expansion, rough input: 2.3e-05 1/K
 unscreened expansion term per unit charge: 0.269 eV
 phonon inputs, rough: 0.01 nm^2, 6.0 W/(m K), 5000.0 m/s
 phonon wind: 0.0374 eV
 phonon wind / electron wind at s=0.5: 3.24
 jump enthalpy scale, rough input: 0.6 eV
 vibration inputs, rough: 27.0 u, Debye temperature 400.0 K
 inelastic share of backscattering: 0.187
 mean free path: 8.11 nm
 relative T change over mean free path: 1.62e-06
 degeneracy ratio kT/EF: 0.00368
Kinetic test, energies in kT, forces in model units:
 constant w, no field: -0.42950
 constant w, open circuit, |force| ratio: 1.9e-14
 varying w, open circuit: 0.10702
momentum balance and covariance law: -0.220789, -0.220789
parabola centre with zero force, constant tau: 5.0348 kT
success
```
